# Berry curvature under time reversal, inversion and point operations, derived twice, part 2

The problem is how the Berry curvature of a band at one wave vector $\mathbf k$ fixes the curvature at symmetry-related wave vectors. The cross product of its sum over occupied states with an applied electric field sets a transverse (Hall) current.

Electrons are independent particles in a periodic mean field with Hamiltonian $H$. Bloch states are $e^{i\mathbf k\cdot\mathbf r}u_n(\mathbf k)$, with $u_n$ cell-periodic and normalized over one cell. Bands are numbered by increasing energy. Derivatives $\nabla$ and $\partial_a$ are with respect to $\mathbf k$, and repeated Cartesian indices are summed. The Berry connection is $\mathbf A=i\langle u|\nabla u\rangle$, and $\Omega_{ab}=\varepsilon_{abc}\Omega_c$.

For a group of $g$ bands separated by a gap from all others, $\mathcal P=\sum_{m=1}^{g}|u_m\rangle\langle u_m|$ and $\mathcal Q=1-\mathcal P$; a single band has $g=1$. The curvature matrix is

$$F^{mn}_{ab}=i\big(\langle\partial_au_m|\mathcal Q|\partial_bu_n\rangle-\langle\partial_bu_m|\mathcal Q|\partial_au_n\rangle\big),$$

and its trace is

$$\Omega_{ab}=i\,\mathrm{Tr}\,\mathcal P[\partial_a\mathcal P,\partial_b\mathcal P]\tag{1}$$

A spatial operation $\hat g=\{R|\mathbf t\}$ moves $\mathbf r$ to $R\mathbf r+\mathbf t$, with $R$ orthogonal; it has $S=R$ and $\eta=+1$. Time reversal $\Theta$ has $S=-1$ and $\eta=-1$. It is antiunitary, so $\langle\Theta\phi|\Theta\chi\rangle=\langle\phi|\chi\rangle^*$, and $\Theta^2=-1$ for spin-1/2 electrons. P denotes inversion, T time reversal and PT their product, which has $S=1$ and $\eta=-1$.

The first derivation applied the symmetry to $\mathcal P$ and gave

$$\boldsymbol\Omega(S\mathbf k)=\eta\,\det(S)\,S\,\boldsymbol\Omega(\mathbf k).\tag{4}$$

For spatial operations this is the pseudovector law. On a mirror plane through the origin the curvature is normal to the plane, and where two different mirror planes meet it vanishes for a nondegenerate band. With PT symmetry the curvature of a nondegenerate band is zero. For spin-1/2 electrons PT makes every band at least doubly degenerate; for a pair, each component of $F$ then has zero trace and equal and opposite eigenvalues, which need not be zero.

## Second derivation: the band sum, and what each derivation assumes

The symbols are those of the first half. The states $u_n(\mathbf k)$ are eigenstates of $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ with energies $E_n$, and a nondegenerate band has the curvature $\boldsymbol\Omega=\nabla\times i\langle u|\nabla u\rangle$, with components $\Omega_c=\tfrac12\varepsilon_{cab}\Omega_{ab}$. The one formula taken over is

$$\Omega_{ab}=i\big(\langle\partial_au_n|\mathcal Q|\partial_bu_n\rangle-\langle\partial_bu_n|\mathcal Q|\partial_au_n\rangle\big),\qquad \mathcal Q=\sum_{m\ne n}|u_m\rangle\langle u_m| .$$

A symmetry $\mathcal G$ takes $\mathbf k$ to $S\mathbf k$, with $\eta=+1$ if it is unitary and $-1$ if antiunitary. The law to be derived again is $\boldsymbol\Omega(S\mathbf k)=\eta\det(S)S\boldsymbol\Omega(\mathbf k)$.

### The curvature as a cross product

Differentiate $H(\mathbf k)u_n=E_nu_n$ with respect to $k_b$ and project on another state $u_m$. The term with $\partial_bE_n$ drops out by orthogonality:

$$\langle u_m|\partial_bH|u_n\rangle+E_m\langle u_m|\partial_bu_n\rangle=E_n\langle u_m|\partial_bu_n\rangle .$$

With the vector $\mathbf M_{nm}=\langle u_n|\nabla H|u_m\rangle$, for which $\mathbf M_{mn}=\mathbf M_{nm}^*$, this gives

$$\langle u_m|\nabla u_n\rangle=\frac{\mathbf M_{nm}^*}{E_n-E_m}.$$

Insert it into $\Omega_{ab}$, then contract with $\tfrac12\varepsilon_{cab}$. The two terms contribute equally, and

$$\boldsymbol\Omega_n=i\sum_{m\ne n}\frac{\mathbf M_{nm}\times\mathbf M_{nm}^*}{(E_n-E_m)^2}.$$

Separate real and imaginary parts, $\mathbf M_{nm}=\mathbf X_{nm}+i\mathbf Y_{nm}$. Then $\mathbf M\times\mathbf M^*=-i\mathbf X\times\mathbf Y+i\mathbf Y\times\mathbf X=-2i\,\mathbf X\times\mathbf Y$, so that

$$\boldsymbol\Omega_n=2\sum_{m\ne n}\frac{\mathbf X_{nm}\times\mathbf Y_{nm}}{(E_n-E_m)^2}.\tag{5}$$

The curvature is a sum of cross products of real vectors. The phases of $u_n$ and $u_m$ mix $\mathbf X$ and $\mathbf Y$, but they cancel in $\mathbf M\times\mathbf M^*$. If several states $u_m$ share one energy, the sum over them contains the projector onto that level, so their choice does not matter either.

### Symmetry of the Hamiltonian

This time the symmetry is applied to $H(\mathbf k)$. A spatial operation changes the operator $e^{i\mathbf k\cdot\mathbf r}$ into $\hat ge^{i\mathbf k\cdot\mathbf r}\hat g^{-1}=e^{iR\mathbf k\cdot(\mathbf r-\mathbf t)}$. In $\hat gH(\mathbf k)\hat g^{-1}$ the constant phases from the left and right factors cancel, and the result is $H(R\mathbf k)$. Time reversal gives $\Theta e^{i\mathbf k\cdot\mathbf r}\Theta^{-1}=e^{-i\mathbf k\cdot\mathbf r}$ and thus $H(-\mathbf k)$. In general

$$H(S\mathbf k)=\mathcal GH(\mathbf k)\mathcal G^{-1},\qquad(\partial_aH)(S\mathbf k)=S_{ac}\,\mathcal G(\partial_cH)(\mathbf k)\mathcal G^{-1},$$

where the second relation follows from the chain rule and $SS^{T}=1$.

At $S\mathbf k$ use the eigenstates $\mathcal Gu_m(\mathbf k)$, whose energies are $E_m(\mathbf k)$. Their matrix elements are

$$M'_a=S_{ac}\langle\mathcal Gu_n|\mathcal G(\partial_cH)u_m\rangle ,$$

which is $S_{ac}M_c$ for a unitary and $S_{ac}M_c^*$ for an antiunitary operation. In terms of real vectors,

$$\mathbf X'=S\mathbf X,\qquad \mathbf Y'=\eta\,S\mathbf Y .$$

The determinant identity for an orthogonal matrix is $(S\mathbf X)\times(S\mathbf Y)=\det(S)\,S(\mathbf X\times\mathbf Y)$. Equation (5) then gives $\boldsymbol\Omega(S\mathbf k)=\eta\det(S)S\boldsymbol\Omega(\mathbf k)$, as before.

The signs can now be seen directly. Inversion reverses both $\mathbf X$ and $\mathbf Y$, so their product is even. Time reversal reverses $\mathbf X$ alone, so the product is odd. PT reverses $\mathbf Y$ alone while leaving $\mathbf k$ fixed, so the sum equals its own negative.

### What the curvature does to an electron

Let a weak uniform field change $\mathbf k$ slowly, and write the state, up to a phase, as $u_n+\sum_{m\neq n}a_mu_m$. To first order in $\dot{\mathbf k}$, the Schrödinger equation projected on $u_m$ reads $i\hbar\langle u_m|\dot u_n\rangle=(E_m-E_n)a_m$. With $\langle u_m|\dot u_n\rangle=\dot{\mathbf k}\cdot\mathbf M_{nm}^*/(E_n-E_m)$,

$$a_m=-\frac{i\hbar\,\dot{\mathbf k}\cdot\mathbf M^*_{nm}}{(E_n-E_m)^2}.$$

The velocity operator is $\nabla H/\hbar$. Its mean value acquires the cross terms $\sum_m(\mathbf M_{nm}a_m+\text{c.c.})/\hbar$, whose component $a$ is $-\Omega_{ab}\dot k_b=-(\dot{\mathbf k}\times\boldsymbol\Omega)_a$. Hence

$$\mathbf v=\frac1\hbar\nabla E_n-\dot{\mathbf k}\times\boldsymbol\Omega_n .$$

The second term is perpendicular to the force. Summed over the occupied states at equilibrium, it gives the transverse current mentioned at the start, and time-reversal symmetry makes that sum zero.

### A crystal in which each symmetry can be switched

Take two interpenetrating fcc lattices A and B with cubic lattice constant $a=5$ Å. Each A atom has four B neighbours at $\mathbf d=\tfrac a4(1,1,1)$, $\tfrac a4(1,-1,-1)$, $\tfrac a4(-1,1,-1)$ and $\tfrac a4(-1,-1,1)$. Every atom carries one s and three p orbitals, without spin at first. For a bond with unit vector $\mathbf l$ from A to B, the hopping elements in eV are $-2$ for s–s, $2l_i$ from s on A to $p_i$ on B, $-2l_i$ from $p_i$ on A to s on B, and $4l_il_j-\delta_{ij}$ for p–p. They form a matrix $T(\mathbf d)$, and the block of the $8\times8$ Hamiltonian between A and B is $\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf d}T(\mathbf d)$.

In the zincblende structure the (s, p) energies are $(-8,1)$ eV on A and $(-4,3)$ eV on B. In the diamond structure they are $(-6,2)$ eV on both, and inversion about a bond centre exchanges the sublattices. The parameters are round numbers and describe no particular material. In this model the eigenvectors of the matrix take the place of $u_n$. They were found by numerical diagonalization, and the curvature of the lowest band from (5).

At $\mathbf k=(0.60,0.35,0.15)\,2\pi/a$ the two lowest zincblende bands lie at $-11.49$ and $-5.24$ eV, and the lowest has

$$\boldsymbol\Omega=(0.102,\,-0.237,\,0.078)\ \text{Å}^2,\qquad|\boldsymbol\Omega|=0.269\ \text{Å}^2=0.0108\,a^2 .$$

The mirror $(x,y,z)\to(y,x,z)$ is a symmetry of this crystal. It turns the components into $(-0.237,0.102,0.078)$, and $\det(R)=-1$ reverses them to $(0.237,-0.102,-0.078)$ Å². Diagonalization at the reflected wave vector gives these values. The threefold rotation $(x,y,z)\to(z,x,y)$ has determinant $+1$, and the curvature there is $(0.078,0.102,-0.237)$ Å². On the mirror plane, at $(0.40,0.40,0.15)\,2\pi/a$, it is $(0.061,-0.061,0)$ Å², along the normal. At $(0.30,0.30,0.30)\,2\pi/a$, where mirror planes meet, it is zero.

An orbital Zeeman term $\mathbf b\cdot\mathbf L$ on the p orbitals, with $\mathbf b=(0.2,0.4,0.6)$ eV and $\mathbf L$ in units of $\hbar$, breaks time reversal, since $\mathbf L$ is odd under it. Inversion leaves $\mathbf L$ unchanged but exchanges the sublattices of diamond. At the same general $\pm\mathbf k$, in Å²:

- Zincblende, T alone: $\boldsymbol\Omega(-\mathbf k)=(-0.102,0.237,-0.078)$, the negative of $\boldsymbol\Omega(\mathbf k)$.
- Diamond with uniform $\mathbf b$, P alone: $(-0.023,-0.003,-0.007)$ at both points.
- Diamond without $\mathbf b$, both P and T: zero.
- Diamond with $+\mathbf b$ on A and $-\mathbf b$ on B, PT alone: zero.
- Zincblende with uniform $\mathbf b$, none of the three: $(0.085,-0.242,0.072)$ at $\mathbf k$ and $(-0.118,0.232,-0.083)$ at $-\mathbf k$.

In the fourth case $E(\mathbf k)-E(-\mathbf k)=-0.009$ eV for the lowest band. P or T would each make this difference zero, so both are broken although the curvature vanishes.

In the last case time reversal relates two crystals with opposite fields: $\boldsymbol\Omega_{\mathbf b}(-\mathbf k)=-\boldsymbol\Omega_{-\mathbf b}(\mathbf k)$. The part odd in $\mathbf k$ is therefore even in $\mathbf b$. Half the difference of the two vectors is $(0.102,-0.237,0.078)$ Å², which agrees with the field-free curvature to the digits shown.

Spin brings in the degenerate case. With a coupling $\lambda\,\mathbf L\cdot\boldsymbol\sigma$ on the p orbitals and $\lambda=0.2$ eV, the two lowest bands of diamond coincide at $-11.065$ eV. The trace of their curvature matrix is zero, while its x, y and z components have eigenvalues $\pm0.012$, $\pm0.013$ and $\pm0.007$ Å². In zincblende the same coupling splits the pair by $0.009$ eV. The lower band has $\boldsymbol\Omega=(-0.55,-0.82,-0.18)$ Å² at $\mathbf k$ and the opposite vector at $-\mathbf k$, although now $\Theta^2=-1$. This curvature is larger than the spinless one. The excess comes from the term of (5) that couples the band to its partner, $(-0.66,-0.58,-0.26)$ Å²; all other bands together give $(0.107,-0.244,0.080)$ Å², close to the spinless value. The small denominator alone does not explain it. For $\lambda=0.1$ and $0.05$ eV the splitting falls to $0.0045$ and $0.0023$ eV while the partner term stays at $(-0.66,-0.58,-0.26)$ Å², so its numerator shrinks in step with the squared splitting.

### What each derivation assumes

Both derivations need a symmetry operator that does not depend on $\mathbf k$, apart from a phase. For true cell-periodic functions this was shown. In a tight-binding model it depends on the Bloch phases. If an orbital at position $\mathbf x$ carries the phase $e^{i\mathbf k\cdot\mathbf x}$, an operation moves it to $\mathbf x'=R\mathbf x+\mathbf t$, where $e^{i\mathbf k\cdot\mathbf x}=e^{iR\mathbf k\cdot(\mathbf x'-\mathbf t)}$. The factor with $\mathbf t$ is common to all orbitals, and the remaining matrix is constant.

Suppose instead that the position $\boldsymbol\tau=\tfrac a4(1,1,1)$ of sublattice B is left out of the phases. The B components of the eigenvector are then multiplied by $e^{i\mathbf k\cdot\boldsymbol\tau}$. If $w_B$ is the weight of the band on B, the connection becomes $\mathbf A-\boldsymbol\tau w_B$, and its curl is

$$\tilde{\boldsymbol\Omega}=\boldsymbol\Omega-\nabla w_B\times\boldsymbol\tau .$$

In zincblende at the general point, numerical differentiation gives $\nabla w_B=(-0.209,-0.099,-0.030)$ Å. With $\boldsymbol\tau=(1.25,1.25,1.25)$ Å, the x component of the cross product is $1.25\,(-0.099+0.030)=-0.086$ Å², so $\tilde\Omega_x=0.102+0.086\approx0.19$ Å². Oddness under time reversal survives, because $w_B$ is even in $\mathbf k$ and its gradient odd. The pseudovector law is lost for the group as a whole, because the fixed vector $\boldsymbol\tau$ does not turn with $\mathbf k$. Since $\nabla w_B(R\mathbf k)=R\nabla w_B(\mathbf k)$, the extra term at $R\mathbf k$ contains $(R\nabla w_B)\times\boldsymbol\tau$, whereas the law requires $\det(R)R(\nabla w_B\times\boldsymbol\tau)=(R\nabla w_B)\times R\boldsymbol\tau$. The two agree for the six operations that leave $\boldsymbol\tau$ fixed, and in general not for the others. Over the 24 point operations of zincblende, the largest deviation from the law is $0.76$ Å².

Beyond this common assumption, the first derivation needs a projector that is smooth in $\mathbf k$. It does not use the energies once the group of bands has been separated, and bands may cross inside the group. It treats the degenerate pairs of spin-1/2 electrons without change, and formula (1) can be evaluated numerically, but it does not show which other bands set the size of the curvature.

The second derivation needs a differentiable Hamiltonian, all its other bands, and a nonzero gap between the chosen band and each of them. In return it needs no derivatives of states or projectors, and it splits the curvature into contributions from the individual bands. Neither derivation defines the curvature of a single band at a point where that band touches another. There the symmetry laws hold for the trace over the touching bands, provided that the group as a whole is separated by a gap from the rest.

All numerical values are calculated from the stated model.
